\section*{The Fan-Migdal self-energy: Matsubara derivation and its four phonon processes, part 2}

Electronic levels 1 and 2 exchange an electron through phonon modes $q$ and $-q$:
\begin{align}
H_0&=\varepsilon\,c_1^\dagger c_1+\xi\,c_2^\dagger c_2+\omega_q b_q^\dagger b_q+\omega_{-q}b_{-q}^\dagger b_{-q},\\
V&=g\,c_2^\dagger c_1 A+g^*c_1^\dagger c_2A^\dagger,\qquad A=b_q+b_{-q}^\dagger .
\label{eq:model}
\end{align}
We seek the self-energy $\Sigma$ of level 1 at order $g^2$, with harmonic phonons and free propagators. Energies are measured from the chemical potential, in Rydberg atomic units with $\hbar=k_B=1$, and $\beta=1/T$. Write $f(x)=1/(e^{\beta x}+1)$, $n_B(z)=1/(e^{\beta z}-1)$, $f=f(\xi)$, $n_{\pm q}=n_B(\omega_{\pm q})$; for equal frequencies $\Omega$, both are $n$.

With $\langle\dots\rangle_0$ the $H_0$ average, $\mathcal T$ imaginary-time ordering, $D(\tau)=-\langle\mathcal TA(\tau)A^\dagger(0)\rangle_0$ and $G_2(\tau)=-\langle\mathcal Tc_2(\tau)c_2^\dagger(0)\rangle_0$,
\begin{equation}
\Sigma(\tau)=|g|^2\langle\mathcal TA^\dagger(\tau)A(0)\rangle_0\,G_2(\tau)=-|g|^2D(-\tau)G_2(\tau).
\label{eq:sigmatau}
\end{equation}
At $\omega_j=(2j+1)\pi T$, with $\nu_l=2l\pi T$, $\Sigma(i\omega_j)=-T|g|^2\sum_lF(i\nu_l)$, where $F(z)=D(z)/(i\omega_j+z-\xi)$ and $D(z)=1/(z-\omega_q)-1/(z+\omega_{-q})$. This equals $|g|^2(r_1+r_2+r_3)$, the residues of $n_BF$ at $\omega_q$, $-\omega_{-q}$, $\xi-i\omega_j$. The integral $I_L$ of $n_BF/2\pi i$ around $|z|=R_L=(2L+1)\pi T$ is bounded by a constant times $R_L^{-2}$.

The result is $\Sigma(z)=|g|^2\sum_\pm w_\pm/(z-E_\pm)$, with $E_+=\xi+\omega_{-q}$, $E_-=\xi-\omega_q$ and
\begin{equation}
w_+=(n_{-q}+1)(1-f)(1+e^{-\beta E_+}),\qquad w_-=n_q(1-f)(1+e^{-\beta E_-}).
\label{eq:weights}
\end{equation}
With mode labels understood,
\begin{align}
w_+&=(n+1)(1-f)+nf=n+1-f-nf+nf=n+1-f,\label{eq:wplus}\\
w_-&=n(1-f)+(n+1)f=n-nf+nf+f=n+f.\label{eq:wminus}
\end{align}
Continuing $r_3$ as $n_B(\xi-z)D(\xi-z)$ instead is wrong: it adds poles at $\xi+i\nu_l$ with residue $-T|g|^2D(-i\nu_l)$.

For exact eigenstates $|a\rangle$ of $H=H_0+V$, with energies $E_a$ and probabilities $p_a\propto e^{-\beta E_a}$, the level-1 propagator is
\begin{equation}
\mathcal G(z)=\sum_{ab}|\langle b|c_1^\dagger|a\rangle|^2\,\frac{p_a+p_b}{z-(E_b-E_a)}
\label{eq:lehmann}
\end{equation}
Its $g^2$ correction is $\delta\mathcal G(z)=\Sigma(z)/(z-\varepsilon)^2$. On the real axis,
\begin{equation}
\mathrm{Im}\,\Sigma(\omega+i0^+)=-\pi|g|^2\big[(n+f)\,\delta(\omega-E_-)+(n+1-f)\,\delta(\omega-E_+)\big]\le0 .
\label{eq:im}
\end{equation}
In a crystal of $N$ cells, $\Sigma_{n\mathbf k}$ is $N^{-1}$ times the sum of this one-channel result over channels $(m,\mathbf q,\nu)$: intermediate band, phonon wavevector and branch.

\section{Four processes at two poles}

Near a pole $E_\pm$, $\delta\mathcal G\simeq|g|^2w_\pm/[(E_\pm-\varepsilon)^2(z-E_\pm)]$: the spectrum of level 1 has a satellite of weight $|g|^2w_\pm/(E_\pm-\varepsilon)^2$. In Eq.~\eqref{eq:lehmann} the part $p_a$ describes adding an electron to the system in state $a$, and the part $p_b$ describes removing one from the system in state $b$. At transition energy $E$ their ratio is $p_b/p_a=e^{-\beta E}$, so addition has the share $1/(1+e^{-\beta E})=1-f(E)$ and removal the share $f(E)$. By Eq.~\eqref{eq:weights} the addition share is the term from the $1$ in the last bracket and the removal share is the term from $e^{-\beta E}$.

First-order perturbation theory shows what the phonons do. Write $|s;m\rangle$ for electron configuration $s\in\{0,1,2,12\}$ with $m$ quanta in mode $-q$, the other mode being a spectator, and let $\Delta=E_+-\varepsilon$. The operator $V$ couples $|1;m\rangle$ and $|2;m+1\rangle$ with modulus $|g|\sqrt{m+1}$ across the energy difference $\Delta$, so each eigenstate contains the other configuration with probability $|g|^2(m+1)/\Delta^2$. The states $|0;m\rangle$ and $|12;m\rangle$ are exact. Two additions then have energy $E_+$. From $|0;m\rangle$, $c_1^\dagger$ makes $|1;m\rangle$, which overlaps the eigenstate near $|2;m+1\rangle$. From the eigenstate near $|1;m\rangle$, $c_1^\dagger$ acts on the admixed $|2;m+1\rangle$ and makes $|12;m+1\rangle$, with energy change $(\varepsilon+\xi+\omega_{-q})-\varepsilon$. In both, level 2 starts empty and one phonon is gained. The probabilities of configurations $0$ and $1$ add to $1-f$ and the average of $m+1$ is $n_{-q}+1$, which gives $(n_{-q}+1)(1-f)|g|^2/\Delta^2$. The removals are the same transitions reversed. They start from configurations $2$ or $12$, of total probability $f$, with $m'=m+1$ quanta and squared matrix element proportional to $m'$, which averages to $n_{-q}$, and one phonon is lost.

For the other pole, $V$ couples $|1;m\rangle$ to $|2;m-1\rangle$ in mode $q$ with modulus $|g|\sqrt m$ across $E_--\varepsilon$. The same counting gives additions that lose a phonon with factor $n_q(1-f)$, and removals that start with $m'=m-1$ quanta, gain one, and carry $\langle m'+1\rangle f=(n_q+1)f$. The four processes are:
\begin{center}
\begin{tabular}{llll}
pole & process & factor & phonons\\
$\xi+\omega_{-q}$ & electron emits & $(n_{-q}+1)(1-f)$ & $+1$ in $-q$\\
$\xi+\omega_{-q}$ & hole absorbs & $n_{-q}f$ & $-1$ in $-q$\\
$\xi-\omega_q$ & electron absorbs & $n_q(1-f)$ & $-1$ in $q$\\
$\xi-\omega_q$ & hole emits & $(n_q+1)f$ & $+1$ in $q$
\end{tabular}
\end{center}
In a hole process level 2 ends empty and the occupation of level 1 is unchanged: the electron removed through level 1 is in effect taken from level 2. If level 1 was full at the start, this is an electron of level 2 moving into the vacated level 1. Which process dominates a pole depends only on the sign of the pole energy: above the chemical potential $f(E)<\tfrac12$ and the electron process is the larger, below it the hole process. The label absorption for $n+f$ is accurate when $E_-\gg T$, as for a channel whose intermediate level 2 lies in the conduction band of an insulator with $\xi-\omega_q$ many times $T$ (a gap comparable to twice the phonon energy does not meet this), and wrong when $E_-\ll-T$, where the term is emission by a hole. For equal frequencies the map $z\to-z$, $\xi\to-\xi$, $f\to1-f$ sends $\Sigma\to-\Sigma$ and exchanges electron emission with hole emission, and electron absorption with hole absorption.

The expansion fails at resonance, $\varepsilon\to E_\pm$, where the admixtures, which are on average $|g|^2/(E_\pm-\varepsilon)^2$ times $n$ or $n+1$, are not small. For an isolated channel the two states then mix and split. It also fails when $|g|$ is comparable to the denominators, or when $n$ is so large, for a soft mode with $\Omega\ll T$, that $|g|\sqrt{2n+1}$ is. Broadening of the poles of $D$ is also left out: anharmonicity is excluded by the harmonic assumption, and phonon damping by electron-hole pairs by the use of free propagators.

\section{Worked example: one channel}

The parameters are round model values: $T=300$~K $=1.900087\times10^{-3}$~Ry, $\Omega=0.004$~Ry ($54.42$~meV), $\varepsilon=0.001$~Ry, $\xi=0.002$~Ry, $|g|=0.001$~Ry. The program and its output follow these notes. From $\Omega/T=2.10517$ and $\xi/T=1.05258$ one has $n=0.138726$ and $f=0.258729$. The weights are $n+1-f=0.879996$ at $E_+=0.006$~Ry and $n+f=0.397455$ at $E_-=-0.002$~Ry, with sum $2n+1=1.277451$.

At $\omega_0=\pi T=5.969299\times10^{-3}$~Ry use $1/(i\omega_0-E)=(-E-i\omega_0)/(E^2+\omega_0^2)$ with $\omega_0^2=3.56325\times10^{-5}$~Ry$^2$:
\begin{align}
\frac{w_+}{E_+^2+\omega_0^2}&=\frac{0.879996}{7.16325\times10^{-5}}=12284.9\ \mathrm{Ry}^{-2},\\
\frac{w_-}{E_-^2+\omega_0^2}&=\frac{0.397455}{3.96325\times10^{-5}}=10028.5\ \mathrm{Ry}^{-2}.
\end{align}
The real part of $\Sigma/|g|^2$ is $-0.006\times12284.9+0.002\times10028.5=-53.652$~Ry$^{-1}$ and the imaginary part is $-5.969299\times10^{-3}\times22313.4=-133.195$~Ry$^{-1}$, so
\begin{equation}
\Sigma(i\omega_0)=(-5.3652-13.3195\,i)\times10^{-5}\ \mathrm{Ry}.
\end{equation}
The three residues, from numerical integrals on small circles, are $r_1=7.0006-20.8943i$, $r_2=-95.3806-94.8926i$ and $r_3=34.7278-17.4083i$ in Ry$^{-1}$, and they add to $-53.6522-133.1952i$. The direct frequency sum, the $\tau$ quadrature of operator traces, and the $g^2$ term extracted from exact diagonalization of Eq.~\eqref{eq:model} with truncated phonon spaces all give the same printed digits, $-5.365221\times10^{-5}-1.331952\times10^{-4}i$~Ry. The diagonalization makes no use of Wick's theorem and so tests the sign of Eq.~\eqref{eq:sigmatau}.

The large-circle integral has $|I_{10}|=2.702\times10^{-3}$ and $|I_{40}|=4.726\times10^{-5}$~Ry$^{-1}$, a ratio of $57$, while the radii are in the ratio $81/21$, whose square is $15$ and whose cube is $57$. The decay is one power faster than the bound because the leading term cancels. Away from the imaginary axis $n_B\to-1$ on the left half and $0$ on the right, and $\int z^{-3}dz$ from $iR$ to $-iR$ vanishes since $z^{-2}$ is equal at both ends. What remains, the $z^{-4}$ term of $F$ and the arcs of length of order $T$ near the axis, is at most of order $R^{-3}$. The spurious residue of the wrongly continued function at $\xi+2\pi iT$ is, per $|g|^2$, $2\Omega T/(4\omega_0^2+\Omega^2)=1.52007\times10^{-5}/1.58530\times10^{-4}=0.0959$, as the contour integral confirms.

The four factors are
\begin{align}
(n+1)(1-f)&=1.138726\times0.741271=0.844104,\nonumber\\
nf&=0.138726\times0.258729=0.035892,\nonumber\\
n(1-f)&=0.138726\times0.741271=0.102833,\nonumber\\
(n+1)f&=1.138726\times0.258729=0.294622.
\end{align}
The addition and removal weights from diagonalization, scaled by $(E_\pm-\varepsilon)^2/|g|^2$ and extrapolated to $g\to0$, match all four, with phonon-number changes $+1,-1,-1,+1$. Runs with $\omega_q\neq\omega_{-q}$ test the assignment of modes in the table. The $n+f$ pole lies below the chemical potential here, and $0.2946/0.3975=74\%$ of its weight is emission by a hole.

On the real axis, $\Sigma(\varepsilon)=10^{-6}\,[0.397455/0.003-0.879996/0.005]=10^{-6}\,[132.485-175.999]=-4.351\times10^{-5}$~Ry: the lower pole pushes the level up, the upper pole pushes it down. At $|g|=0.001$~Ry the diagonalization to all orders gives $\Sigma(i\omega_0)=(-5.349-13.917i)\times10^{-5}$~Ry, which differs from the second-order value by $4.2\%$ of the modulus of the latter. Halving $g$ from $2\times10^{-4}$ to $1\times10^{-4}$~Ry reduces the remainder by $16.002$, the mark of a $g^4$ term.

\section{Flat band: rates, detailed balance and threshold}

In a solid the channels form a continuum and the delta functions of Eq.~\eqref{eq:im} become a smooth damping. Take one dispersionless phonon $\Omega$, a constant $g$, and $N^{-1}\sum_{m\mathbf q}\to N_F\int_{-W}^{W}d\xi$. For $|\omega|+\Omega<W$ the delta functions set $\xi=\omega+\Omega$ in the $n+f$ term and $\xi=\omega-\Omega$ in the other. With $1-f(\omega-\Omega)=f(\Omega-\omega)$,
\begin{equation}
2|\mathrm{Im}\,\Sigma(\omega)|=2\pi N_Fg^2\big[2n+f(\Omega-\omega)+f(\Omega+\omega)\big],
\label{eq:band}
\end{equation}
which is even in $\omega$. Splitting the weights by Eqs.~\eqref{eq:wplus} and \eqref{eq:wminus} writes this as $\Gamma_{\rm out}+\Gamma_{\rm in}$ with $f_\pm=f(\omega\pm\Omega)$ and
\begin{align}
\Gamma_{\rm out}&=2\pi N_Fg^2\big[(n+1)(1-f_-)+n(1-f_+)\big],\\
\Gamma_{\rm in}&=2\pi N_Fg^2\big[nf_-+(n+1)f_+\big].
\end{align}
These are the golden-rule rates for an electron at energy $\omega$ to leave its state and for an empty state at $\omega$ to be filled. At each pole the removal part is $e^{-\beta\omega}$ times the addition part by Eq.~\eqref{eq:weights}, so $\Gamma_{\rm in}/\Gamma_{\rm out}=e^{-\beta\omega}$. If all other occupations are held at equilibrium, the occupation $x$ of the state obeys $\dot x=-\Gamma_{\rm out}x+\Gamma_{\rm in}(1-x)$. Its fixed point is $\Gamma_{\rm in}/(\Gamma_{\rm in}+\Gamma_{\rm out})=f(\omega)$, and a deviation decays at the rate $\Gamma_{\rm out}+\Gamma_{\rm in}$. At leading order in $g^2$ the inverse lifetime is the sum of the two rates, since a blocked in-scattering removes an excess electron as effectively as an out-scattering.

Take $N_F=10$~Ry$^{-1}$, $g=0.01$~Ry, $W=0.5$~Ry, so that $\lambda\equiv2N_Fg^2/\Omega=0.5$ and $2\pi N_Fg^2=6.283185\times10^{-3}$~Ry. At $300$~K and $\omega=+0.008$~Ry, $f_-=0.108596$ and $f_+=0.001805$, and the bracket in Eq.~\eqref{eq:band} is $0.277452+0.891404+0.001805=1.170661$. Then $2|\mathrm{Im}\,\Sigma|=7.355\times10^{-3}$~Ry, or $100$~meV, in agreement with a quadrature of $\Sigma(\omega+i\eta)$ over the band extrapolated to $\eta\to0$. Electron emission supplies $1.138726\times0.891404\times6.283185\times10^{-3}=6.378\times10^{-3}$~Ry, electron absorption $8.70\times10^{-4}$~Ry, hole absorption $9.47\times10^{-5}$~Ry and hole emission $1.29\times10^{-5}$~Ry. The ratio $\Gamma_{\rm in}/\Gamma_{\rm out}=1.0757\times10^{-4}/7.2479\times10^{-3}=0.01484$ equals $e^{-2\times2.10517}$. At $\omega=-0.008$~Ry the same four numbers appear with electron and hole exchanged, and the ratio is $67.4$. With $\hbar/\mathrm{Ry}=0.048378$~fs the lifetime is $0.048378/7.355\times10^{-3}=6.6$~fs. This width exceeds the distance $\omega-\Omega$ to the threshold, around which $\Sigma(\omega)$ varies, so this is a nominal lifetime: a simple exponential decay at this rate requires that $\Sigma$ change little across the width.

At $\omega=0$ the four rates are equal, each $7.77\times10^{-4}$~Ry. Detailed balance equates the two processes at each pole, since $e^{-\beta\omega}=1$, and the electron-hole map equates the two emissions. The total is $3.108\times10^{-3}$~Ry ($42.3$~meV, $15.6$~fs), again a nominal lifetime. The peak of the spectral function has width $Z\cdot2|\mathrm{Im}\,\Sigma|$ with $Z=[1-\partial_\omega\mathrm{Re}\,\Sigma]^{-1}$, a correction of higher order in $g^2$ that is not small at $\lambda=0.5$. Here $Z\simeq0.68$, which narrows the peak to about $29$~meV. As $T\to0$, $Z$ tends to $1/(1+\lambda)$ for a wide band, so the correction remains however small the width becomes. In closed form, with $y=e^{\beta\Omega}$, $n+f(\Omega)=1/(y-1)+1/(y+1)=2y/(y^2-1)=1/\sinh\beta\Omega$, so $2|\mathrm{Im}\,\Sigma(0)|=4\pi N_Fg^2/\sinh\beta\Omega$, which is exponentially small for $T\ll\Omega$ and tends to $2\pi\lambda T$ for $T\gg\Omega$.

As $T\to0$, $n\to0$ and the Fermi factors become steps, so Eq.~\eqref{eq:band} is zero for $|\omega|<\Omega$ and $2\pi N_Fg^2$ outside. An electron at $0<\omega<\Omega$ would have to end at $\omega-\Omega<0$, in a filled state, and the mirror statement holds for a hole. At $10$~K, $T=6.3336\times10^{-5}$~Ry, the rate at $\omega=\pm0.008$~Ry is $6.2832\times10^{-3}$~Ry, carried by electron emission above the chemical potential and hole emission below it. At $\omega=\pm0.002$~Ry the largest term is $f(\Omega-|\omega|)\simeq e^{-0.002/T}=e^{-31.58}=1.93\times10^{-14}$, which gives $1.21\times10^{-16}$~Ry. This small value comes from the closed formula, and the quadrature confirms only that the rate is zero within its accuracy. The printed values for the two signs, $1.2138\times10^{-16}$ and $1.2141\times10^{-16}$~Ry, differ although Eq.~\eqref{eq:band} is even. The difference is rounding: for positive $\omega$ the factor $1-f_-$ is formed by subtracting from one a number within $2\times10^{-14}$ of it, which loses most of the digits of double precision, while for negative $\omega$ the small factor $f_+$ is evaluated directly.

\section*{Numbers as computed}
\begin{verbatim}
1 Ry = 13605.69 meV, hbar/Ry = 0.048378 fs
T = 300 K = 1.900087e-03 Ry, w_0 = pi T = 5.969299e-03 Ry
Omega = 0.004 Ry = 54.42 meV, eps = 0.001 Ry, xi = 0.002 Ry, |g| = 0.001 Ry
Omega/T = 2.10517, xi/T = 1.05258, n = 0.138726, f = 0.258729
n+1-f = 0.879996 at pole 0.0060 Ry; n+f = 0.397455 at pole -0.0020 Ry; 2n+1 = 1.277451
residue of n_B F at +Omega: +7.000595e+00 -2.089432e+01i 1/Ry
residue of n_B F at -Omega: -9.538060e+01 -9.489256e+01i 1/Ry
residue of n_B F at xi - i w_0: +3.472779e+01 -1.740832e+01i 1/Ry
|large circle| L=10: 2.702e-03, L=40: 4.726e-05 1/Ry
Sigma(i w_0) closed form   : -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) direct sum    : -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) tau quadrature: -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) diag., g^2 term: -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) diag., all orders: -5.349481e-05 -1.391709e-04i Ry
relative higher-order part at |g| = 0.001 Ry: 0.0416
remainder ratio on halving g (2e-4 to 1e-4 Ry): 16.002
Re Sigma(eps) closed form: -4.351427e-05 Ry
spurious residue / g^2 at xi + 2 pi i T: 0.095885 (dimensionless)
electron emits: weight 0.844104, diagonalization 0.844104, phonon change +1.000
hole absorbs: weight 0.035892, diagonalization 0.035892, phonon change -1.000
electron absorbs: weight 0.102833, diagonalization 0.102833, phonon change -1.000
hole emits: weight 0.294622, diagonalization 0.294622, phonon change +1.000
band: NF = 10.0 1/Ry, g = 0.01 Ry, half-width = 0.5 Ry, lambda = 0.500
2 pi NF g^2 = 6.283185e-03 Ry
w = +0.008 Ry: f(w-Om) = 0.108596, f(w+Om) = 0.001805
  e emits, h absorbs, e absorbs, h emits: 6.3778e-03, 9.4656e-05, 8.7007e-04, 1.2913e-05 Ry
  Gamma_out = 7.2479e-03 Ry, Gamma_in = 1.0757e-04 Ry, in/out = 0.01484
  2|Im Sigma| = 7.35548e-03 Ry (quadrature 7.35548e-03 Ry) = 100.08 meV
  lifetime = 6.58 fs
w = +0.000 Ry: f(w-Om) = 0.891404, f(w+Om) = 0.108596
  e emits, h absorbs, e absorbs, h emits: 7.7698e-04, 7.7698e-04, 7.7698e-04, 7.7698e-04 Ry
  Gamma_out = 1.5540e-03 Ry, Gamma_in = 1.5540e-03 Ry, in/out = 1.00000
  2|Im Sigma| = 3.10793e-03 Ry (quadrature 3.10793e-03 Ry) = 42.29 meV
  lifetime = 15.57 fs
w = -0.008 Ry: f(w-Om) = 0.998195, f(w+Om) = 0.891404
  e emits, h absorbs, e absorbs, h emits: 1.2913e-05, 8.7007e-04, 9.4656e-05, 6.3778e-03 Ry
  Gamma_out = 1.0757e-04 Ry, Gamma_in = 7.2479e-03 Ry, in/out = 67.37902
  2|Im Sigma| = 7.35548e-03 Ry (quadrature 7.35548e-03 Ry) = 100.08 meV
  lifetime = 6.58 fs
T = 10 K = 6.3336e-05 Ry
10 K, w = +0.002 Ry: 2|Im Sigma| = 1.2138e-16 Ry
10 K, w = -0.002 Ry: 2|Im Sigma| = 1.2141e-16 Ry
10 K, w = +0.008 Ry: 2|Im Sigma| = 6.2832e-03 Ry
10 K, w = -0.008 Ry: 2|Im Sigma| = 6.2832e-03 Ry
\end{verbatim}
